\section*{Chemical potential at fixed density through the last Landau levels}

\section*{Question}

I am trying to follow the chemical potential $\mu$ of a three-dimensional electron gas as the magnetic field empties its last Landau levels. The density is fixed, not the chemical potential. My model has a parabolic band with mass $m=0.05\,m_e$, density $n=10^{23}\ \mathrm{m^{-3}}$, two degenerate spin states, no disorder and zero temperature.

Two things do not fit together. First, I expected the bottom of level $N$ to cross $\mu$ at equal steps in $1/B$, namely at $F/B=N+\tfrac12$, where $F$ is the oscillation frequency found from the zero-field Fermi surface. When I solve for $\mu$ numerically, level 1 empties at a clearly higher field than this. How large is the departure from $1/B$ periodicity, and how fast does it disappear at large $N$?

Second, I was told that in the quantum limit, with only the lowest level occupied, the chemical potential falls as $B^{-2}$. My $\mu$ is 14.8 meV at 10 T and 24.0 meV at 20 T. It rises! Have I miscounted the states, or is the statement wrong?

\section*{Answer}

Your numbers are right. The $B^{-2}$ law holds for the energy measured from the bottom of the lowest Landau level, and that bottom itself rises with field in your model. The unequal steps have a related origin: at fixed density $\mu$ moves with the field, so the levels do not cross a stationary Fermi energy. Both results follow from one counting equation.

\subsection*{Counting the electrons}

Take $e>0$, $\omega_c=eB/m$, and the field along $z$. The energies are
\begin{equation}
E_N(k_z)=\hbar\omega_c\left(N+\tfrac12\right)+\frac{\hbar^2k_z^2}{2m},\qquad N=0,1,2,\dots
\end{equation}
Each level holds $eB/(2\pi\hbar)$ states per unit area and spin for each $k_z$. Along $z$ the allowed wave numbers are spaced by $2\pi/L$. Level $N$ is filled from $-k_N$ to $k_N$, so it contributes $2k_N/(2\pi)=k_N/\pi$ states per unit length. With two spins,
\begin{equation}
n=2\,\frac{eB}{2\pi\hbar}\sum_N\frac{k_N}{\pi}=\frac{eB}{\pi^2\hbar}\sum_N k_N,
\qquad
k_N=\frac{\sqrt{2m[\mu-\hbar\omega_c(N+\frac12)]}}{\hbar},
\label{count}
\end{equation}
where the sum runs over levels whose bottom lies below $\mu$.

Let $k_F=(3\pi^2n)^{1/3}$ and $E_F=\hbar^2k_F^2/2m$ be the zero-field values. The Fermi sphere has extremal area $\pi k_F^2$, which gives the frequency
\begin{equation}
F=\frac{\hbar}{2\pi e}\,\pi k_F^2=\frac{\hbar k_F^2}{2e}.
\end{equation}
Define $b=B/F$ and $\nu=\mu/E_F$. Then $b=2eB/(\hbar k_F^2)=\hbar\omega_c/E_F$, so $b$ is also the cyclotron energy in units of $E_F$. Insert $eB/\hbar=bk_F^2/2$, $k_N=k_F\sqrt{\nu-b(N+\frac12)}$ and $n=k_F^3/3\pi^2$ into \eqref{count}:
\begin{equation}
\frac{k_F^3}{3\pi^2}=\frac{b\,k_F^3}{2\pi^2}\sum_N\sqrt{\nu-b\left(N+\tfrac12\right)}
\;\Longrightarrow\;
\frac{3b}{2}\sum_N\sqrt{\nu-b\left(N+\tfrac12\right)}=1.
\label{density}
\end{equation}
The left side grows continuously with $\nu$ from zero, so there is one solution at each field. For your parameters $k_F=1.436\times10^8\ \mathrm{m^{-1}}$, $E_F=15.71$ meV and $F=6.786$ T.

\subsection*{Where the levels empty}

At the field $B_N$ where level $N\geq1$ empties, $\nu=b_N(N+\frac12)$. The occupied levels are $N'=0,\dots,N-1$, and their square roots are $\sqrt{b_N(N-N')}$. With $j=N-N'$, equation \eqref{density} becomes
\begin{equation}
\frac32\,b_N^{3/2}S_N=1,\qquad S_N=\sum_{j=1}^{N}\sqrt j,
\qquad\text{so}\qquad
\frac{F}{B_N}=\frac1{b_N}=\left(\frac32S_N\right)^{2/3}.
\label{onset}
\end{equation}
Each level empties once. To see this, put $x=\nu/b-\frac12$ in \eqref{density}, which gives $b^{-3/2}=\frac32\sum_{N'\le x}\sqrt{x-N'}$. The right side increases with $x$, so $x$ falls steadily as $b$ rises and passes each integer once.

If a reservoir held $\mu$ at $E_F$, the condition would be $1=b(N+\frac12)$, giving your equal steps. For $N=1$ the two cases are
\begin{equation}
B_1=\frac{6.786\ \mathrm T}{(3/2)^{2/3}}=\frac{6.786\ \mathrm T}{1.3104}=5.18\ \mathrm T,
\qquad
\frac{6.786\ \mathrm T}{1.5}=4.52\ \mathrm T .
\end{equation}
The last emptying is therefore at a field 14\% above the fixed-$\mu$ value. The ratio of these fields is $(N+\frac12)b_N$, which is also $\nu_N=\mu(B_N)/E_F$. The level empties late by just the factor by which $\mu$ has risen above $E_F$.

\subsection*{The departure from periodicity}

For large $N$, use the Euler--Maclaurin expansion of a power sum,
\begin{equation}
\sum_{j=1}^Nj^{-\sigma}=\zeta(\sigma)+\frac{N^{1-\sigma}}{1-\sigma}+\frac{N^{-\sigma}}2-\frac{\sigma}{12}N^{-\sigma-1}+O(N^{-\sigma-3}).
\end{equation}
For $\sigma>1$ the constant is the infinite sum $\zeta(\sigma)$, and analytic continuation in $\sigma$ carries the formula to $\sigma=-\frac12$:
\begin{equation}
S_N=\tfrac23N^{3/2}+\tfrac12N^{1/2}+\zeta(-\tfrac12)+\tfrac1{24}N^{-1/2}+O(N^{-5/2}).
\end{equation}
Write $\zeta$ for $\zeta(-\frac12)=-0.2079$. Then $\frac32S_N=N^{3/2}(1+\epsilon)$ with
\begin{equation}
\epsilon=\frac{3}{4N}+\frac{3\zeta}{2N^{3/2}}+\frac1{16N^2}+O(N^{-4}).
\end{equation}
Now expand $(1+\epsilon)^{2/3}=1+\frac23\epsilon-\frac19\epsilon^2+O(\epsilon^3)$. The square is $\epsilon^2=9/(16N^2)+9\zeta/(4N^{5/2})+O(N^{-3})$, so
\begin{align}
\frac{F}{B_N}&=N\left[1+\frac1{2N}+\frac{\zeta}{N^{3/2}}+\left(\frac1{24}-\frac1{16}\right)\frac1{N^2}-\frac{\zeta}{4N^{5/2}}+O(N^{-3})\right]\nonumber\\
&=N+\frac12+\frac{\zeta}{\sqrt N}-\frac1{48N}-\frac{\zeta}{4N^{3/2}}+O(N^{-2}).
\label{asym}
\end{align}
The departure, measured in periods of $F/B$, is
\begin{equation}
\delta_N=N+\frac12-\frac F{B_N}\simeq\frac{0.208}{\sqrt N}.
\end{equation}
It fades slowly. The spacing of neighbouring onsets recovers faster, because it contains only the change of $\delta_N$:
\begin{equation}
\frac F{B_{N+1}}-\frac F{B_N}=1+\delta_N-\delta_{N+1}\simeq1+\frac{0.104}{N^{3/2}}.
\end{equation}
The peak height behaves similarly: $\nu_N=(N+\frac12)/(N+\frac12-\delta_N)\simeq1+0.208\,N^{-3/2}$.

The values from \eqref{onset}, without the expansion, are:
\begin{center}
\begin{tabular}{cccccc}
$N$ & $B_N$ (T) & $F/B_N$ & $\delta_N$ & spacing & $\nu_N$\\
1 & 5.179 & 1.310 & 0.190 & 1.048 & 1.145\\
2 & 2.878 & 2.358 & 0.142 & 1.024 & 1.060\\
3 & 2.007 & 3.382 & 0.118 & 1.015 & 1.035\\
4 & 1.543 & 4.397 & 0.103 & 1.010 & 1.023\\
5 & 1.255 & 5.407 & 0.093 & 1.008 & 1.017
\end{tabular}
\end{center}
The spacing in row $N$ runs from $N$ to $N+1$. At the last onset the phase is off by 0.19 of a period, while the last spacing is only 4.8\% too long. Even at $N=1$ the terms written out in \eqref{asym} give 1.323 instead of 1.310, an error of 1\% of $F/B_1$.

This matters if you draw a fan plot of $N$ against $1/B$ using the last two onsets. Their line has slope
\begin{equation}
F_{\rm app}=\frac{F}{1.0478}=0.954\,F=6.48\ \mathrm T .
\end{equation}
Since $n\propto F^{3/2}$, the inferred density would be 0.932 of the true one. The intercept at $1/B=0$ would be $1-0.9544\times1.3104=-0.251$ instead of $-0.5$. At fixed $\mu$, an orbit with Berry phase $\varphi$ has $N=F/B-\frac12+\varphi/2\pi$, so this intercept would be read as $\varphi\approx\pi/2$. The parabolic band used here has no Berry phase; the shift comes from the motion of $\mu$. The fixed-$\mu$ intercept is recovered only slowly at large $N$. For a line through onsets $N$ and $N+1$, the offset $\delta_N$ contributes $0.208/\sqrt N$ and the slope error, multiplied by $N$, another $0.104/\sqrt N$. The intercept is therefore about $-\frac12+0.31/\sqrt N$, which is still $-0.40$ at $N=10$.

\subsection*{What $\mu$ does between the onsets}

Let $r_{N'}=\sqrt{\nu-b(N'+\frac12)}$ for the occupied levels. Equation \eqref{density} says $b\sum r_{N'}=\frac23$. Differentiate with respect to $b$:
\begin{equation}
\sum r_{N'}+b\sum\frac{\nu'-(N'+\frac12)}{2r_{N'}}=0
\;\Longrightarrow\;
\nu'=\frac{\sum (N'+\frac12)/r_{N'}-(2/b)\sum r_{N'}}{\sum 1/r_{N'}} .
\label{slope}
\end{equation}
Approach $B_N$ from lower field. Level $N$ is almost empty, $r_N\to0$, and its terms dominate both sums containing $1/r$. Hence $\nu'\to N+\frac12$: the chemical potential follows the bottom of the emptying level, where the one-dimensional density of states diverges.

Just above $B_N$ that level is absent. Now $r_{N'}=\sqrt{b_Nj}$ and $N'+\frac12=N+\frac12-j$. With $R_N=\sum_{j=1}^Nj^{-1/2}$, the common factor $b_N^{-1/2}$ cancels from \eqref{slope}, leaving
\begin{equation}
\nu'=\frac{(N+\frac12)R_N-S_N-2S_N}{R_N}=N+\frac12-\frac{3S_N}{R_N}.
\end{equation}
For $N=1,2,3$ this gives $-1.500$, $-1.743$ and $-1.945$; evaluation for every $N$ up to 1000 gives a negative slope. In that range each onset is thus a sharp local maximum of $\mu$. The chemical potential is continuous there, but its slope jumps. Two effects compete just after the peak. The bottoms of the remaining levels still rise, contributing their weighted mean slope $N+\frac12-S_N/R_N$. Every remaining level also gains states in proportion to $B$, contributing $-2S_N/R_N$. The second term wins; for $N=1$ the two are $+\frac12$ and $-2$.

For your sample, $\mu/E_F$ is 1.060 at $B_2=2.88$ T, falls to 0.969 at 3.70 T, and climbs to 1.145 at $B_1=5.18$ T. That last peak is 17.99 meV, compared with $E_F=15.71$ meV.

\subsection*{The quantum limit}

For $B>B_1$ only $N=0$ is occupied, and \eqref{density} has a single term:
\begin{equation}
\frac{3b}2\sqrt{\nu-\frac b2}=1
\quad\Longrightarrow\quad
\kappa\equiv\mu-\frac{\hbar\omega_c}2=\frac49E_F\left(\frac FB\right)^2 .
\label{ql}
\end{equation}
The mechanism is visible in \eqref{count}. The single occupied level has $k_0=\pi^2\hbar n/(eB)$, so
\begin{equation}
\kappa=\frac{\hbar^2k_0^2}{2m}=\frac{\pi^4\hbar^4n^2}{2me^2B^2}.
\end{equation}
Doubling the field doubles the number of states per $k_z$, halves the filled range of $k_z$, and divides the kinetic energy at its edge by four. Within this model the law is not an asymptotic one: it starts at $B_1$. There $b_1^3=\frac49$, so $\kappa/E_F=4/(9b_1^2)=b_1$. Thus $\kappa=\hbar\omega_c$, as it must when $\mu$ touches the bottom of level 1.

The full chemical potential is $\nu=b/2+4/(9b^2)$. Its derivative vanishes when
\begin{equation}
\frac12-\frac8{9b^3}=0,\qquad b^3=\frac{16}9,
\qquad
\nu_{\min}=\frac b2+\frac b4=\frac{3b}4=0.909 .
\end{equation}
Here I used $4/(9b^2)=b\cdot4/(9b^3)=b/4$. The second derivative, $8/(3b^4)$, is positive, so this is a minimum. It lies at 8.22 T with $\mu=14.28$ meV. Beyond it, the rising zero-point energy $\hbar\omega_c/2$ wins. Your two fields give
\begin{center}
\begin{tabular}{cccc}
$B$ (T) & $\hbar\omega_c/2$ (meV) & $\kappa$ (meV) & $\mu$ (meV)\\
10 & 11.58 & 3.216 & 14.79\\
20 & 23.15 & 0.804 & 23.96
\end{tabular}
\end{center}
For instance, at 10 T, $\kappa=\frac49(0.6786)^2\times15.71\ \mathrm{meV}=3.22$ meV. The third column falls by a factor of four while the last one rises, which resolves your contradiction.

As a test that does not use \eqref{ql}, I filled discrete $k_z$ states in order of energy at fixed density. Between $0.8F$ and $8F$, the resulting $\kappa$ follows a power of $B$ with exponent $-2.000$.

\subsection*{When $\mu$ itself falls as $B^{-2}$}

Spin splitting can change the conclusion. Let the levels be $\hbar\omega_c(N+\frac12\pm\frac s2)$ with $0<s\leq1$. For a Zeeman splitting $g\mu_BB$ this means $s=gm/(2m_e)$, taking $g>0$. Once a single spin branch is occupied, the factor 2 in \eqref{count} is lost. With $\kappa_s$ measured from the bottom of that branch,
\begin{equation}
\frac{3b}4\sqrt{\frac{\kappa_s}{E_F}}=1,
\qquad
\kappa_s=\frac{16}9E_F\left(\frac FB\right)^2 .
\label{spin}
\end{equation}
The next level is the other spin state of $N=0$, a distance $s\hbar\omega_c$ higher. It is empty if $16/(9b^2)<sb$, that is, if $b^3>16/(9s)$.

The bottom of the occupied branch is at $\hbar\omega_c(1-s)/2$. For $s=1$ this is zero at every field, and $\mu=\kappa_s$ then falls as $B^{-2}$ without qualification about the energy origin. This is the case in which the statement you were told is literally true. With your density and mass it begins at 8.22 T, and at 20 T it gives $\mu=3.22$ meV instead of 23.96 meV. It would, however, require $g=2/0.05=40$.

For small $s$ there is a range where both spin branches of $N=0$, and no others, are occupied. Set $q=\kappa_s/E_F$ and $c=4/(3b)$. The density condition is $\sqrt q+\sqrt{q-sb}=c$. Since the product of the sum and difference of these roots is $sb$, their difference is $sb/c$. Adding the two relations gives
\begin{equation}
q=\frac14\left(c+\frac{sb}c\right)^2=\frac4{9b^2}+\frac{sb}2+\frac{9s^2b^4}{64}.
\end{equation}
For $s\to0$ at fixed $b$ this returns \eqref{ql}. At $sb=c^2$ it gives $q=c^2=16/(9b^2)$ and joins \eqref{spin}. A weakly split gas therefore passes from one $B^{-2}$ law to another that is four times larger, and is not a pure power in between.

\subsection*{Where the law stops}

Because $\kappa$ keeps falling, temperature eventually matters however cold the sample is. Return to the spin-degenerate case with only $N=0$ occupied, and let $u=\mu(T)-\hbar\omega_c/2$. The level's density of states is proportional to $\varepsilon^{-1/2}$, so fixed density requires
\begin{equation}
\frac12\int_0^\infty\frac{\varepsilon^{-1/2}\,d\varepsilon}{e^{(\varepsilon-u)/k_BT}+1}=\sqrt\kappa .
\end{equation}
The Sommerfeld expansion adds $\frac{\pi^2}6(k_BT)^2\,d^2\sqrt u/du^2$ to the zero-temperature integral $\sqrt u$. Since $d^2\sqrt u/du^2=-\frac14u^{-3/2}$,
\begin{equation}
\sqrt u\left[1-\frac{\pi^2}{24}\left(\frac{k_BT}u\right)^2\right]\simeq\sqrt\kappa
\;\Longrightarrow\;
u\simeq\kappa\left[1+\frac{\pi^2}{12}\left(\frac{k_BT}\kappa\right)^2\right].
\end{equation}
In the last step I replaced $u$ by $\kappa$ inside the small term and squared. The correction is positive because the density of states decreases with energy: thermal smearing at fixed $u$ would lose more electrons below $u$ than it gains above, so $u$ must rise.

At 1 K and 20 T, $k_BT/\kappa=0.0862/0.804=0.107$. The expansion gives a correction of 0.945\% of $\kappa$, and the Fermi integral gives 0.99\%. The expansion is useful only for $k_BT\ll\kappa$. The two energies become equal at
\begin{equation}
B=\frac23F\sqrt{\frac{E_F}{k_BT}}\approx61\ \mathrm T
\end{equation}
for 1 K. There the Fermi integral gives $u=1.23\,\kappa$. At still higher fields $u$ falls below $\kappa$, from about 84 T, and becomes negative above about 114 T, so the gas gradually ceases to be degenerate and $\kappa$ no longer describes its chemical potential.

These fields hold only while the two spin states stay degenerate, which requires $g\mu_BB\ll\kappa$. A real Zeeman splitting ends that much earlier. The condition $b^3>16/(9s)$ leaves a single spin branch above 22 T for $g=2$ and above 37 T for $|g|=0.44$. For $g=2$ the two-branch formula already gives $\kappa_s=2.38$ meV at 20 T instead of 0.804 meV. In the polarised gas $\kappa_s=4\kappa$ takes the place of $\kappa$, and it equals $k_BT$ at twice the field found above.

Disorder sets a similar limit: the level broadening must be small compared with $\kappa$. It also rounds the sharp maxima of $\mu$. The band is taken as parabolic; in a semiconductor the mass grows once $\hbar\omega_c/2$ (71 meV at 61 T) is no longer small against the gap. Electron interactions are left out throughout, although they are not small in the quantum limit: for a dielectric constant $\epsilon_r=13$ and magnetic length $\ell=\sqrt{\hbar/eB}$, the Coulomb energy $e^2/(4\pi\epsilon_0\epsilon_r\ell)$ is about 19 meV at 20 T, far above $\kappa$. Binding to donors is left out too. In a doped semiconductor a strong field can bind electrons to the donors (magnetic freeze-out). The density of free electrons then falls, and the fixed-density results can fail well before the thermal limits given above. Finally, $B_N$ marks where a level empties in equilibrium; I have not calculated the resistivity, so identifying a resistance maximum with $B_N$ needs a separate transport calculation. The numerical output below gives further digits and the minima of $\mu$ between $B_{N+1}$ and $B_N$ for $N=1,2,3$.

\section*{Values computed for the example and the checks}
\begin{verbatim}
mass = 0.05 m_e, density = 1.0e+23 m^-3
k_F = 1.4360e+08 m^-1
E_F = 15.712 meV
F = 6.7860 T
hbar*omega_c per tesla = 2.3154 meV/T
zeta(-1/2) = -0.207886
Onsets; departure = N+1/2-F/B_N; gap = F/B_(N+1)-F/B_N
N  B_N(T)  fixed-mu B(T)  F/B_N  departure  gap  mu/E_F
1  5.1787  4.5240  1.3104  0.1896  1.0478  1.1447
2  2.8777  2.7144  2.3582  0.1418  1.0238  1.0601
3  2.0066  1.9389  3.3819  0.1181  1.0148  1.0349
4  1.5434  1.5080  4.3968  0.1032  1.0104  1.0235
5  1.2550  1.2338  5.4072  0.0928  1.0078  1.0172
F/B_1 from large-N series through N^-3/2 = 1.3233
B_1 / fixed-mu value = 1.1447
peak mu at B_1 = 17.986 meV
Cusp slopes d(mu/E_F)/d(B/F): N, low side, high side
1  1.5  -1.5000
2  2.5  -1.7426
3  3.5  -1.9450
Minima of mu between B_(N+1) and B_N: N, B (T), mu/E_F
1  3.7045  0.9687
2  2.3968  0.9830
3  1.7718  0.9890
quantum-limit minimum: B = 8.2207 T, mu/E_F = 0.9086
minimum mu = 14.275 meV
Line through onsets N = 1, 2:
apparent frequency = 6.4764 T, ratio to F = 0.9544
apparent density / true density = 0.9323
intercept N at 1/B = 0: -0.2506 (fixed mu: -0.5)
Quantum limit: B (T), hbar*omega_c/2, mu-hbar*omega_c/2, mu (meV)
6  6.946  8.9327  15.879
10  11.577  3.2158  14.793
20  23.154  0.8039  23.957
40  46.307  0.2010  46.508
log-log exponent from state filling = -2.0002
T = 1 K: k_B T = 0.08617 meV, k_B T/kappa at 20 T = 0.1072
thermal ratio, quadrature = 1.00992
thermal ratio, Sommerfeld = 1.00945
field where kappa = k_B T: 61.09 T
s = 1: one spin branch above B = 8.2207 T
s = 1: mu at 20 T = 3.2158 meV
\end{verbatim}
